# Why certain oxide thicknesses make atomically thin flakes visible on silicon

**Question.** A single layer of graphene, held freely in air, absorbs about two per cent of the light that falls on it. On a bare silicon wafer it can hardly be seen, yet on a wafer with a suitable silicon-oxide film it stands out in an ordinary microscope. Why does the thickness of a transparent film decide this, which thicknesses are suitable, and how large is the contrast?

**Answer.**

### What the eye compares

An observer compares the light reflected from the covered region with that from the bare wafer beside it. The relevant quantity is a relative difference,

$$C=\frac{R-R'}{R},\qquad R=|r|^2,\quad R'=|r'|^2 ,$$

where $r$ and $r'$ are the reflection amplitudes without and with the flake. Positive $C$ means that the flake looks darker. The flake adds a weak wave of its own to the wave reflected by the wafer. Its visibility depends on how strongly it is driven, on the relative phase of the two waves, and on how bright the background is. The oxide controls all three.

I take one wavelength $\lambda$ and normal incidence from air. Fields vary as $e^{-i\omega t}$, so a wave travelling down into the wafer is $e^{iknz}$ with $k=2\pi/\lambda$, and an absorbing medium has index $n+i\kappa$. With $Z_0$ the impedance of vacuum and $h=Z_0H$, a downward wave has $h=nE$ and an upward wave $h=-nE$.

### The wave added by the flake

The flake is far thinner than $\lambda$, so it acts as a sheet with surface current $\sigma E$. The electric field is continuous across it, while the magnetic field jumps:

$$h_{\rm above}-h_{\rm below}=sE,\qquad s=Z_0\sigma .$$

A current sheet in air radiates waves of equal amplitude $w$ up and down. Their magnetic fields are $-w$ above and $+w$ below, so $-2w=sE$ and

$$w=-\frac{s}{2}E .$$

The incident wave has unit amplitude, and the total field at the sheet is $E=1+r'$. The upward wave leaves directly. The downward wave is reflected by the wafer with amplitude $r$ and then also leaves. Together they give

$$r'-r=w(1+r)=-\frac{s}{2}(1+r)(1+r').$$

Writing $1+r'=(1+r)+(r'-r)$ and collecting the terms in $r'-r$ gives

$$r'-r=-\frac{(s/2)(1+r)^2}{1+s(1+r)/2}. \tag{1}$$

One factor $1+r$ is the field that drives the flake. The other describes how well the flake's wave escapes upwards. Where incident and reflected waves cancel at the surface, both factors are small; where they add, both are large.

### The contrast law

To first order in $s$, $R'=|r|^2+2\,\mathrm{Re}[r^*(r'-r)]$. Dividing by $|r|^2$ and using $r^*/|r|^2=1/r$,

$$C=-2\,\mathrm{Re}\frac{r'-r}{r}=\mathrm{Re}\left[s\,\frac{(1+r)^2}{r}\right]
=\mathrm{Re}\left[s\left(2+r+\frac1r\right)\right]. \tag{2}$$

For a purely absorbing sheet $s$ is real. With $r=\rho e^{i\varphi}$, the real part of $r+1/r$ is $(\rho+1/\rho)\cos\varphi$, hence

$$C=s\left[2+\left(\rho+\frac1\rho\right)\cos\varphi\right]. \tag{3}$$

Two cases show what the phase does:

- If $\varphi=0$, the surface is an antinode of the electric field and $C=s(1+\rho)^2/\rho$. Since $(1+\rho)^2\ge4\rho$, this first-order contrast is at least $4s$, however bright the background.
- If $\varphi=\pi$, the surface field is weakened and $C=-s(1-\rho)^2/\rho$. The absorbing flake then makes the wafer brighter, because its wave has the same sign as the background wave.

### What the oxide does to the background wave

At an interface from index $n_a$ to $n_b$, continuity of $E$ and $h$ gives $1+r_{ab}=t_{ab}$ and $n_a(1-r_{ab})=n_bt_{ab}$. Therefore

$$r_{ab}=\frac{n_a-n_b}{n_a+n_b},\qquad t_{ab}=\frac{2n_a}{n_a+n_b}.$$

Let air be medium 0, the oxide medium 1 with index $n_1$ and thickness $d$, and silicon the substrate with index $n_s$. One round trip through the oxide multiplies a wave by $e^{2i\delta}$, where $\delta=2\pi n_1d/\lambda$. Summing the repeated echoes as a geometric series,

$$r=r_{01}+\frac{t_{01}t_{10}r_{1s}e^{2i\delta}}{1-r_{10}r_{1s}e^{2i\delta}}
=\frac{r_{01}+r_{1s}e^{2i\delta}}{1+r_{01}r_{1s}e^{2i\delta}} . \tag{4}$$

The last step uses $r_{10}=-r_{01}$ and $t_{01}t_{10}=1-r_{01}^2$.

For now let the media be lossless with $1<n_1<n_s$. Both interface amplitudes are then negative: $r_{01}=-a$ and $r_{1s}=-b$, with $a,b$ between 0 and 1. From (4),

$$\rho^2=\frac{a^2+b^2+2ab\cos2\delta}{1+a^2b^2+2ab\cos2\delta},\qquad
1-\rho^2=\frac{(1-a^2)(1-b^2)}{1+a^2b^2+2ab\cos2\delta}.$$

The second expression is largest, and the wafer darkest, when $\cos2\delta=-1$. The round trip then reverses the silicon echo, which opposes the echo from the oxide surface:

$$r_{\rm q}=\frac{b-a}{1-ab}. \tag{5}$$

This is positive if $b>a$, that is, if $(n_s-n_1)(n_1+1)>(n_1-1)(n_s+n_1)$. Multiplying out and cancelling leaves $n_s>n_1^2$. Under this condition the reversed silicon echo wins, and the surface is an antinode at the very thickness that makes the wafer darkest.

That thickness gives the largest first-order contrast. In (3), $\cos\varphi$ cannot exceed 1, and $\rho+1/\rho$ decreases with $\rho$ for $\rho<1$, so it is largest at the smallest $\rho$. Both limits are reached together when $2\delta=(2m+1)\pi$, or

$$d_m=(2m+1)\frac{\lambda}{4n_1},\qquad m=0,1,2,\dots \tag{6}$$

At half-wave thicknesses, $e^{2i\delta}=1$, the two echoes add with negative sign. The reflection is then that of bare silicon, and the flake almost disappears.

### The conductance of graphene

Near its band crossings graphene has the Hamiltonian $\hbar v\,\boldsymbol\sigma\cdot\mathbf k$, where $\boldsymbol\sigma$ here denotes Pauli matrices. A field $E_0\cos\omega t$ along $x$ has a vector potential of amplitude $E_0/\omega$, so the absorbing part of the perturbation is $(evE_0/2\omega)\sigma_x$. Between valence and conduction states at the same $\mathbf k$, the squared element of $\sigma_x$ is the squared sine of the angle of $\mathbf k$, with mean $1/2$. The mean squared matrix element is therefore $e^2v^2E_0^2/(8\omega^2)$.

Counting two spins and two valleys, there are $k^2/\pi$ pairs of states per area up to wave number $k$. Their transition energy is $\varepsilon=2\hbar vk$, so the number is $\varepsilon^2/(4\pi\hbar^2v^2)$, and its derivative at $\varepsilon=\hbar\omega$ is $\omega/(2\pi\hbar v^2)$. With a full valence band and an empty conduction band at the energies involved, the golden rule gives the absorbed power per area

$$\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{e^2v^2E_0^2}{8\omega^2}\,\frac{\omega}{2\pi\hbar v^2}=\frac{e^2E_0^2}{8\hbar}.$$

Setting this equal to $\tfrac12\sigma E_0^2$ yields

$$\sigma=\frac{e^2}{4\hbar},\qquad s=\frac{e^2}{4\hbar\varepsilon_0c}=\pi\alpha=0.02293,$$

with $\alpha$ the fine-structure constant. The velocity has dropped out.

The absorbed fraction of the incident power is $A=s|1+r'|^2$. For a free-standing sheet $r=0$, and (1) gives $1+r'=1/(1+s/2)$. Hence $A=s/(1+s/2)^2=2.24\,\%$.

### Numbers for green light

Take $\lambda=550$ nm and the rough typical indices $n_1=1.46$ and $n_s=4.08+0.03i$. The small imaginary part hardly matters here. Equation (6) gives

$$d_0=\frac{550\ \text{nm}}{4\times1.46}=94.2\ \text{nm},\qquad d_1=3d_0=282.5\ \text{nm}.$$

A numerical search, in which the flake was a slab 0.335 nm thick and the field-matching equations were solved directly, found maxima at 93.9 and 282.3 nm.

The interface amplitudes are $-0.187$ and $-0.473$. At quarter-wave thickness,

$$r_{\rm q}=\frac{0.473-0.187}{1-0.187\times0.473}=0.314,\qquad R=9.84\,\% .$$

The bracket in (3) is $2+0.314+1/0.314=5.50$, so the first-order contrast is $5.50\times0.02293=12.6\,\%$. The full expression (1) gives $r'-r=-0.0195$ and

$$C=\frac{2\times0.0195}{0.314}-\left(\frac{0.0195}{0.314}\right)^2=0.124-0.004=12.0\,\% .$$

On bare silicon, or on a half-wave oxide, $r=-0.606$ and the bracket is only $-0.256$. The contrast is $-0.58\,\%$: the flake is very slightly brighter than its surroundings.

If 5 % is chosen as a threshold for easy recognition, the suitable oxides below 380 nm for this purely absorbing sheet lie between 64 and 124 nm and between 252 and 312 nm. The windows repeat every half wave in the oxide, about 188 nm. With the effective index of real graphene considered below, which has a reactive part, the lower edges move about 14 nm and the upper edges about 9 nm towards thinner oxide.

### Where the missing light goes

The large contrast does not mean that a large share of the incident light disappears. On the quarter-wave oxide the flake absorbs 3.84 % of it, more than in free space because the surface field is stronger. Reflection falls by only 1.18 % of the incident light, which is less than the free-standing absorption. The remaining 2.66 % is missing from the light entering the silicon.

This division follows from (1). For real $r$,

$$R-R'=(r-r')(r+r')=\frac{s}{2}(1+r)(1+r')(r+r'),$$

and dividing by $A=s(1+r')^2$ gives a ratio that tends to $r$ for small $s$. About 0.31 of the absorbed power is taken from the reflection. The contrast is large because this small loss is compared with a dim background: $1.18/9.84=12.0\,\%$.

### Phase or darkness?

Two other arrangements on the same silicon separate the causes.

First, replace the oxide by a quarter-wave air gap of 137.5 nm. The background is as bright as bare silicon, $R=36.76\,\%$, but $r$ is now positive. The contrast rises from $-0.58\,\%$ to 9.35 %. The antinode alone accounts for this change.

Second, use a quarter-wave film of index $4.08/1.46=2.795$, which is 49.2 nm thick. It is as dark as the optimum oxide, $R=9.84\,\%$, but $n_1^2>n_s$, so the echo from the film's surface wins and $r$ is negative. The contrast is $-3.44\,\%$. At this darkness, the wrong phase therefore gives a much weaker contrast of opposite sign.

For graphene on oxide, the phase makes the larger difference and darkness raises the result further, from 9.35 to 12.04 %. Darkness cannot be pushed indefinitely within the first-order law: for a lossless substrate and a quarter-wave film, $r$ tends to zero as $n_1^2$ approaches $n_s$, and (2) diverges. The law requires $|r'-r|\ll|r|$. Beyond that, (1) must be used, and at $R=0$ the relative contrast is no longer defined.

### A flake that does not absorb

A transparent layer of index $n$ and thickness $t$ carries the polarisation current $-i\omega\varepsilon_0(n^2-1)tE$. Its conductance is imaginary, $s=-i\eta$ with $\eta=(2\pi t/\lambda)(n^2-1)$, and (2) becomes

$$C=\eta\,\mathrm{Im}\left(r+\frac1r\right)=-\eta\left(\frac1\rho-\rho\right)\sin\varphi .$$

To this order the contrast vanishes at the quarter-wave thickness and has opposite signs on either side. For $n=2.2$ and $t=0.33$ nm, rough values for a transparent monolayer, $\eta=0.0145$. The contrast reaches $2.94\,\%$ on 71 nm of oxide and $-3.01\,\%$ on 116 nm. At 94.2 nm it is only $-0.14\,\%$. Absorption is thus not necessary for contrast, but the best oxide depends on the kind of flake.

### Counting layers

If $N$ layers respond independently, their conductance is $Ns$. On the quarter-wave oxide, one to four layers give contrasts of 12.0, 23.0, 32.9 and 41.9 %. The steps shrink slowly, from 12 to 9 percentage points, but remain distinct. Coupling between layers, which alters their bands, is left out.

### Real wafers and microscopes

At 550 nm the model gives a contrast of 11.8 % on 90 nm of oxide and 8.4 % on 300 nm. Several of its assumptions are broken in practice:

- **Graphene's response.** At the photon energy of 2.254 eV the bands are no longer straight. A tight-binding sum with a hopping of 2.8 eV raises the conductance by 8.0 % and the contrast from 12.0 to 13.0 %; hoppings of 2.7 and 3.0 eV give 8.7 and 6.9 % instead of 8.0 %. Electron interactions are not included. A rough effective index of $2.6+1.3i$ for a 0.335 nm layer corresponds to $s=0.0259-0.0156i$: the absorbing part is larger than before, and a reactive part is added. The contrast is then 13.35 % at 94.2 nm, where the increase comes from the stronger absorption, and has a maximum of 14.25 % at 87.5 nm. The maximum moves towards thinner oxide because the reactive part adds a positive contrast there, as it does for the transparent flake. On the thick side of a maximum it subtracts: with this index the contrast is 14.1 % on 90 nm of oxide but only 6.3 % on 300 nm.
- **Bandwidth.** Since $\delta\propto d/\lambda$, a given change of wavelength alters the phase three times as much at $3d_0$ as at $d_0$. With a flat spectrum from 450 to 650 nm and fixed indices, the contrast is 10.5 % on the thinner oxide and 5.2 % on the thicker. A band of 500 to 600 nm gives 11.6 and 9.2 %.
- **Oblique rays.** Filling a numerical aperture of 0.5 uniformly gives 11.9 and 10.7 % on the same two oxides; an aperture of 0.9 gives 9.6 and 4.5 %. Part of this loss is detuning: an oblique ray gathers less phase in the oxide, so the best thicknesses move to about 105 and 313 nm at aperture 0.9, where the contrasts are 10.7 and 7.5 %.
- **Dispersion.** At 450 nm, with a rough silicon index of $4.7+0.1i$ and the oxide matched to that wavelength, the contrast is 11.0 % if $s$ is held at $\pi\alpha$; the departure from straight bands is larger at this photon energy than at 550 nm.

For an absorbing monolayer, the thinner quarter-wave oxide is therefore the more tolerant choice under broad-band light or a wide-aperture objective. With the thicker one, a narrow filter and a modest aperture preserve more of the contrast. Equation (6) sets the filter wavelength only near normal incidence: for the purely absorbing sheet on 282.5 nm the best wavelength falls from 550 nm to about 534 nm at aperture 0.5 and to about 497 nm at aperture 0.9. The remaining values are in the numerical output below.

## Table of computed values

```
wavelength: 550 nm
photon energy: 2.254 eV
oxide index 1.46, silicon index (4.08+0.03j)
sheet conductance s: 0.02293
free-standing absorption: 2.24 %
graphene hopping: 2.8 eV
band-sum sigma / (e^2/4hbar), 0.6 eV: 1.0052
same ratio at the photon energy: 1.0803
leading expansion at the photon energy: 1.0720
air-oxide echo amplitude: -0.187
oxide-silicon echo amplitude, real part: -0.473
quarter-wave oxide: 94.2 nm
three-quarter-wave oxide: 282.5 nm
best oxide by search: 93.9 and 282.3 nm
bare silicon: Re r -0.606, R 36.76 %, |1+r|^2 0.155
  gain C/s -0.256, exact C -0.58 %
quarter wave: Re r 0.314, R 9.84 %, |1+r|^2 1.726
  gain C/s 5.501, exact C 12.04 %
half wave: Re r -0.606, R 36.76 %, |1+r|^2 0.155
  gain C/s -0.256, exact C -0.58 %
first-order C, quarter wave: 12.61 %
C on 90 nm oxide: 11.78 %
C on 300 nm oxide: 8.35 %
chosen visibility threshold: 5 %
window 1: 64 to 124 nm
window 2: 252 to 312 nm
quarter wave: absorbed in flake: 3.84 % of incident
  missing from reflection: 1.18 % of incident
  missing from silicon: 2.66 % of incident
air gap 137.5 nm: R 36.76 %, C 9.35 %
control film: index 2.795, 49.2 nm
  R 9.84 %, C -3.44 %
C of 1 layer(s), quarter wave: 12.04 %
C of 2 layer(s), quarter wave: 22.99 %
C of 3 layer(s), quarter wave: 32.92 %
C of 4 layer(s), quarter wave: 41.92 %
transparent flake: index 2.2, thickness 0.33 nm
  C at quarter wave: -0.14 %
  highest C 2.94 % at 71 nm
  lowest C -3.01 % at 116 nm
C with band-sum conductance, quarter wave: 12.96 %
C with real layer thickness: 12.04 %
flake index (2.6+1.3j), thickness 0.335 nm
  C at quarter wave: 13.35 %
  best C 14.25 % at 87.5 nm
aperture 0.5: C 11.89 % (1/4), 10.69 % (3/4)
aperture 0.9: C 9.62 % (1/4), 4.51 % (3/4)
band 500-600 nm: C 11.64 % (1/4), 9.22 % (3/4)
band 450-650 nm: C 10.54 % (1/4), 5.24 % (3/4)
450 nm, silicon index (4.7+0.1j): C 11.04 %
```
